# Hydrogen on a chain with nearest-neighbour exclusion, and Sieverts' law

Hydrogen gas dissociates at a metal surface, and the atoms enter interstitial sites. Two atoms on sites that lie too close together repel strongly. This problem treats a simple lattice on which that repulsion can be handled without approximation, and asks what it does to the equilibrium between gas and solid.

The sites form a uniform chain of $L$ sites closed into a ring, with $L$ large. Each site holds at most one atom, and two adjacent sites are never both occupied. There is no other interaction until part (g). The filling $x=\langle N\rangle/L$ is counted per site, so the exclusion limits it to $x\le 1/2$.

An atom on a site has lowest energy $e$, zero-point energy included, and vibrational sum $q_s$ counted from that level. The proton spin gives a factor 2. The electron joins the metal's band and brings no separate spin factor. With $\mu$ the chemical potential per H atom, each atom contributes to the grand partition function the weight

$$z=2q_s\,e^{(\mu-e)/kT},$$

which is called the activity here.

## (a) The grand partition function

**Write the grand partition function $\Xi$ as the trace of a matrix power, and find its form for a long chain.**

Let $n_i=0$ or $1$ be the occupation of site $i$, with $n_{L+1}=n_1$. A configuration has weight $z^N$ if no neighbours are both occupied, and zero otherwise:

$$\Xi=\sum_{\{n\}}\prod_{i=1}^{L}z^{n_{i+1}}(1-n_in_{i+1}).$$

Each factor depends on two adjacent sites and is an element of a matrix with rows $n_i=0,1$ and columns $n_{i+1}=0,1$:

$$T=\begin{pmatrix}1&z\\1&0\end{pmatrix}.$$

The zero is the exclusion. Summing over the intermediate $n_i$ multiplies the matrices, and closing the ring takes the trace, so $\Xi=\mathrm{Tr}\,T^L$. The eigenvalues follow from

$$(1-\lambda)(-\lambda)-z=0\quad\Rightarrow\quad\lambda^2=\lambda+z,\qquad \lambda_\pm=\frac{1\pm s}{2},\quad s=\sqrt{1+4z}.$$

Hence $\Xi=\lambda_+^L+\lambda_-^L$. Since $|\lambda_-|/\lambda_+=(s-1)/(s+1)<1$ at any finite $z$, the second term becomes negligible as $L$ grows, and $\ln\Xi\to L\ln\lambda$ with $\lambda\equiv\lambda_+$.

## (b) Activity as a function of filling

**Find $z(x)$ and its inverse. Confirm $z(x)$ by counting configurations at fixed $N$.**

In $\Xi$, a configuration of $N$ atoms carries $z^N$, so $z\,d/dz$ brings down $N$. Therefore

$$x=\frac1L\frac{d\ln\Xi}{d\ln z}=\frac{z}{\lambda}\frac{d\lambda}{dz}.$$

Differentiating $\lambda^2=\lambda+z$ gives $(2\lambda-1)\,d\lambda/dz=1$. With $z=\lambda(\lambda-1)$,

$$x=\frac{z}{\lambda(2\lambda-1)}=\frac{\lambda-1}{2\lambda-1}.$$

Multiplying out, $2x\lambda-x=\lambda-1$, so

$$\lambda=\frac{1-x}{1-2x},\qquad \lambda-1=\frac{x}{1-2x}.$$

The product of these two is the activity:

$$\boxed{z=\frac{x(1-x)}{(1-2x)^2}}$$

For the inverse, put $\lambda=(1+s)/2$ into $x=(\lambda-1)/(2\lambda-1)$:

$$x=\frac{s-1}{2s}=\frac12\left[1-\frac{1}{\sqrt{1+4z}}\right].$$

*Counting.* On an open row of $M$ sites, $N$ non-adjacent atoms can be placed in $\binom{M-N+1}{N}$ ways, because the $M-N$ empty sites leave $M-N+1$ gaps, each taking at most one atom. On the ring, look at site 1. If it is empty, the other $L-1$ sites form an open row with $\binom{L-N}{N}$ arrangements. If it is occupied, its neighbours are empty and $N-1$ atoms lie on $L-3$ sites, in $\binom{L-N-1}{N-1}=\frac{N}{L-N}\binom{L-N}{N}$ ways. The sum is

$$W=\frac{L}{L-N}\binom{L-N}{N}.$$

Stirling's formula then gives, to leading order in $L$,

$$\frac{\ln W}{L}=(1-x)\ln(1-x)-x\ln x-(1-2x)\ln(1-2x).$$

The free energy is $F=N(e-kT\ln 2q_s)-kT\ln W$. Since $\mu=\partial F/\partial N$, the definition of $z$ gives $\ln z=-d\ln W/dN$. Differentiating the three terms,

$$\ln z=[\ln(1-x)+1]+[\ln x+1]-2[\ln(1-2x)+1]=\ln\frac{x(1-x)}{(1-2x)^2}.$$

The two routes agree.

## (c) What the formula says about free sites

**Show that $z$ equals $x$ divided by the probability of finding room for an atom. Find how the occupations of distant sites are correlated.**

Take a configuration in which a given site is occupied, so that both its neighbours are empty. Removing the atom gives a configuration with three consecutive empty sites, and this pairing is one to one. The weights differ by a factor $z$. Summing over all pairs,

$$x=z\,P(000).$$

To find $P(000)$, note that the weight is a product of factors linking adjacent sites. Once the state of one site is fixed, its left and right sides are therefore independent; on the ring they meet again only at the far end, which has no effect when $L$ is large. Every atom has an empty right neighbour, so $P(10)=x$; likewise $P(01)=x$. With $P(11)=0$, this leaves $P(00)=1-2x$. An empty site thus has an empty right neighbour with probability $(1-2x)/(1-x)$, and the same holds on the left:

$$P(000)=(1-x)\left(\frac{1-2x}{1-x}\right)^2=\frac{(1-2x)^2}{1-x}.$$

Dividing $x$ by this reproduces the boxed result.

At $x=0.2$, $P(000)=0.36/0.8=0.45$. Three independent sites would give $0.8^3=0.512$, and the activity would come out as $0.39$ instead of $0.444$. Independence overestimates the room because an empty site has an occupied neighbour on a given side with probability $x/(1-x)=0.25$, more than the average $0.2$.

For the correlations, let $c_r$ be the probability that site $r$ is occupied given that site 0 is. Site $r+1$ can be occupied only if site $r$ is empty, and then it is occupied with probability $x/(1-x)$:

$$c_{r+1}=(1-c_r)\frac{x}{1-x}.$$

Since $x=(1-x)\,x/(1-x)$, subtraction gives $c_{r+1}-x=-\frac{x}{1-x}(c_r-x)$. Starting from $c_0=1$ and multiplying by $P(n_0=1)=x$,

$$\langle n_0n_r\rangle-x^2=x(1-x)\left(-\frac{x}{1-x}\right)^r.$$

At $r=1$ the right side is $-x^2$, as exclusion requires. The signs alternate: an atom depletes its neighbours, favours the next sites beyond them, and so on with decreasing strength. At $x=0.2$ the correlation shrinks by a factor of 4 in size per site. As $x\to1/2$ the ratio tends to $-1$, and the alternating order becomes long-ranged only in that limit.

## (d) Equilibrium with the gas

**Relate $z$ to the pressure $p$ of ideal H$_2$ gas.**

The reaction $\mathrm{H_2}\rightleftharpoons2\mathrm{H}$ requires $\mu_{\mathrm{H_2}}=2\mu$. Take the ground level of H$_2$ as the zero of energy, so that $e$ is measured from half that level. Let $\zeta=q_{\rm int}/\Lambda^3$ be the partition function of one molecule per unit volume, where $\Lambda=h/\sqrt{2\pi mkT}$, $m$ is the molecular mass, and $q_{\rm int}$ contains rotation and vibration. The rotational sum includes nuclear spin, with weight 1 for even and 3 for odd rotational states. This matches the factor 2 per proton on the chain.

For $M$ molecules in volume $V$ the partition function is $(\zeta V)^M/M!$, so

$$\mu_{\mathrm{H_2}}=kT\ln\frac{M}{\zeta V}=kT\ln\frac{p}{kT\zeta}.$$

Hence $e^{\mu/kT}=\sqrt{p/(kT\zeta)}$. Inserting this in the definition of $z$ and squaring,

$$p=p_0(T)\,z^2,\qquad p_0=\frac{kT\,\zeta\,e^{2e/kT}}{(2q_s)^2}.$$

The pressure $p_0$ is the one at which $z=1$. The square comes from dissociation and has nothing to do with the exclusion. Together with part (b),

$$p=p_0\frac{x^2(1-x)^2}{(1-2x)^4},\qquad x=\frac12\left[1-\frac{1}{\sqrt{1+4\sqrt{p/p_0}}}\right].$$

## (e) Where Sieverts' law holds

**Sieverts' law states that $x\propto\sqrt p$ at fixed temperature. Find its range, the first correction, and the behaviour near saturation.**

As $x\to0$, $z\to x$ and $p\to p_0x^2$, which is Sieverts' law with the dilute constant $p_0$. For the correction, use $(1-2x)^{-2}=1+4x+12x^2+\dots$:

$$\frac zx=(1-x)(1+4x+12x^2+\dots)=1+3x+8x^2+\dots$$

$$\frac{p}{p_0x^2}=\left(\frac zx\right)^2=1+6x+25x^2+\dots$$

The 3 counts the sites that one atom closes to another: its own and two neighbours. The law does not return at higher filling, because

$$\frac{d}{dx}\ln\frac zx=-\frac1{1-x}+\frac4{1-2x}=\frac{3-2x}{(1-x)(1-2x)}>0$$

for $0<x<1/2$. The true pressure exceeds the Sieverts value by 10 per cent already at $x=0.0156$.

Changing the constant does not restore the law over a range of fillings, as the local exponent shows:

$$\frac{d\ln p}{d\ln x}=2\left[1-\frac{x}{1-x}+\frac{4x}{1-2x}\right].$$

Over the common denominator the bracket has numerator $(1-x)(1-2x)-x(1-2x)+4x(1-x)$. Its first two terms combine to $(1-2x)^2$, and $(1-2x)^2+4x(1-x)=1$. Thus

$$\frac{d\ln p}{d\ln x}=\frac{2}{(1-x)(1-2x)},$$

which exceeds 2 at every nonzero filling. The same factor governs fluctuations. Applying $z\,d/dz$ twice to $\ln\Xi$ gives the variance of $N$, so $\mathrm{var}(N)/\langle N\rangle=d\ln x/d\ln z=(1-x)(1-2x)$. A crowded chain resists changes in its filling.

At high pressure the inverse formula gives

$$\frac12-x=\frac{1}{2\sqrt{1+4z}}\to\frac{1}{4\sqrt z}=\frac14\left(\frac{p_0}{p}\right)^{1/4}.$$

The quarter power has a simple origin. In the full chain $\dots10101\dots$, removing one atom leaves three empty sites in a row, that is, two adjacent "00" pairs. By shifting atoms one site at a time, these two defects can move apart. Removal therefore creates two independent defects. The density of all such defects, per site, is $P(00)=1-2x$. When they are few, equilibrium makes the square of their density proportional to $1/z$, hence to $p^{-1/2}$.

## (f) A getter in a vacuum system

**Take $T=700$ K, $e=-0.6$ eV per H and a site vibrational quantum of $0.1$ eV. Find the pressure at $x=0.2$, compare it with Sieverts' law, and follow the filling on heating at fixed pressure.**

These are round illustrative values, of the order found for hydride-forming metals. Here $kT=0.06032$ eV. With three equal oscillators per site, $q_s=(1-e^{-0.1/0.06032})^{-3}$ and $2q_s=3.771$. Rough molecular constants (rotational temperature 85 K, vibrational quantum 0.52 eV) give $\zeta=1.709\times10^{32}$ m$^{-3}$. Spectroscopic H$_2$ levels, with anharmonicity and centrifugal distortion, raise $\zeta$ and $p_0$ by about 1 per cent (0.9 at 700 K, 1.3 at 900 K) and leave the fillings below unchanged to three digits. With $kT=9.66\times10^{-21}$ J,

$$p_0=\frac{(9.66\times10^{-21})(1.709\times10^{32})\,e^{-1.2/0.06032}}{3.771^2}\ \text{Pa}\approx266\ \text{Pa}=2.00\ \text{Torr}.$$

At $x=0.2$,

$$z=\frac{0.2\times0.8}{0.6^2}=0.444,\qquad p=2.00\times0.444^2\approx0.39\ \text{Torr}\ (53\ \text{Pa}).$$

Sieverts' law with the same $p_0$ gives $2.00\times0.04=0.080$ Torr, too low by a factor of 4.9. Read the other way, at 0.39 Torr it predicts a filling of 0.444, more than twice the model's value. At $x=0.4$ the pressure ratio is 225; at $x=0.01$ it is 1.06.

Now hold the pressure at 0.3945 Torr and heat. At 800 K, $p_0=27.3$ Torr, so $z=\sqrt{0.3945/27.3}=0.120$ and

$$x=\frac12\left[1-\frac1{\sqrt{1.481}}\right]=0.089.$$

At 900 K, $p_0=204$ Torr and $x=0.039$. Cooling to 600 K instead raises the filling to 0.351. These are equilibrium fillings and say nothing about the rate of desorption.

Between 700 and 900 K the model releases $0.200-0.039=0.161$ atoms per site. Sieverts' law, with the same $p_0(T)$, takes the filling from 0.444 to $\sqrt{0.3945/204}=0.044$, a release of 0.40. It overestimates the release mainly because it overestimates the initial filling.

## (g) Attraction, and what the chain leaves out

**An atom expands the host lattice, which attracts other atoms over long distances. Model this by adding the energy $-AN^2/(2L)$. Find its effect on the pressure and on stability, and set the other omissions beside it for part (f).**

The added energy depends on $N$ alone, so it leaves the counting at fixed $N$ unchanged. Its derivative with respect to $N$ is $-Ax$, which is added to $\mu$. Therefore

$$z=\frac{x(1-x)}{(1-2x)^2}e^{-Ax/kT},\qquad \frac zx=1+\left(3-\frac{A}{kT}\right)x+\dots$$

and the pressure at given $x$ is multiplied by $e^{-2Ax/kT}$. Attraction and exclusion oppose each other. For the rough value $A=0.2$ eV, the first coefficient at 700 K is $3-3.32=-0.32$, so the initial departure from Sieverts' law changes sign. The dip is small: the pressure falls at most 1.3 per cent below the Sieverts value, near $x=0.04$, and exceeds it again above $x\approx0.08$. The coefficient vanishes at $T=A/3k\approx774$ K.

At $x=0.2$ the attraction multiplies the pressure by 0.27, and the ratio to Sieverts' law falls from 4.9 to 1.3. At $x=0.1$ it falls from 1.98 to 1.02. Near agreement with Sieverts' law at one filling is thus no proof that exclusion is absent.

In contact with gas at fixed pressure, a filling is stable against small changes if $d\mu/dx>0$: a little extra hydrogen then raises $\mu$ in the chain above its value in the gas, and flows back. From part (e), $d\ln z/dx=1/[x(1-x)(1-2x)]$ without attraction, so the condition is

$$kT>A\,g(x),\qquad g=x(1-x)(1-2x)=x-3x^2+2x^3.$$

The maximum of $g$ follows from $1-6x+6x^2=0$, whose root below $1/2$ is $x_c=(3-\sqrt3)/6=0.211$. Writing $x_c=\frac12-u$ with $u^2=1/12$,

$$g(x_c)=\left(\tfrac14-u^2\right)2u=\frac16\cdot\frac1{\sqrt3},\qquad kT_c=\frac{A}{6\sqrt3}.$$

For $A=0.2$ eV, $T_c\approx223$ K, well below the temperatures of part (f). Below $T_c$ a range of fillings is unstable. As the gas pressure is raised, the equilibrium filling jumps from a dilute to a dense value, both lying outside the unstable range. At 180 K, for example, fillings from 0.11 to 0.32 are unstable and the jump runs from 0.055 to 0.39. At fixed $N$ the added energy is the same for every arrangement, so it does not split the chain into dilute and dense regions. With $A=0$ the condition holds at every temperature above zero. The transition comes from the infinite range of the added force.

The other omissions were sized one at a time, at fixed $x=0.2$ and 700 K, as factors on the pressure:

- *Finite repulsion.* If adjacent atoms cost 0.3 eV, the zero in $T$ becomes $z\,e^{-0.3\,\mathrm{eV}/kT}$. The factor is 0.99. Strict exclusion fails near saturation, however: when $z=e^{0.3\,\mathrm{eV}/kT}\approx145$ the diagonal elements of $T$ are equal, empty and occupied sites are equivalent, and $x$ reaches $1/2$ at finite pressure.
- *Second-neighbour repulsion* of 0.03 eV: factor 1.7.
- *Exclusion between parallel chains.* On a square lattice each atom closes four neighbours instead of two. A strip eight sites wide, closed on itself, gives a factor of 2.6, and strips up to fifteen sites wide give the same. The factor depends on the lattice: a simple cubic bar of $4\times4$ sites, with six neighbours closed, gives about 4, though so narrow a bar is only an estimate.
- *Site energy.* Raising $e$ by 0.05 eV gives $e^{0.1\,\mathrm{eV}/kT}=5.2$.
- *Site vibrational quantum.* At fixed $e$, 0.06 eV in place of 0.1 eV gives a factor of 0.22, and 0.14 eV gives 1.9.
- *Gas nonideality.* With a rough second virial coefficient $B=2.5\times10^{-29}$ m$^3$ per molecule, $Bp/kT\approx10^{-7}$, which is negligible.

In a real getter the interstitial sites form a three-dimensional network, and their energies vary with the surroundings. The chain is not its crystal structure, and $x$ is not the ratio of hydrogen to metal atoms. A real getter may also form a separate hydride phase. Zirconium containing hydrogen at 700 K, for example, consists of a dilute solution and a hydride over a wide range of compositions, and the equilibrium pressure is constant across that range. With $A=0.2$ eV the chain has no such transition above 223 K, so part (f) describes a single phase only. The pressure of 0.39 Torr is far above that of a high-vacuum system; at $x=0.01$ the model gives $2\times10^{-4}$ Torr, where exclusion changes the Sieverts pressure by only 6 per cent. At $x=0.2$ a shift of 0.05 eV in $e$, the elastic attraction and the exclusion between parallel chains each change the pressure by a factor between 2.6 and 5.2, while exclusion along the chain changes it by 4.9. The absolute pressures are therefore illustrative and not predictions for a particular metal, while the formula for $z(x)$ is a property of the stated chain.

## Computed results

```
temperature: 700 K; kT = 0.06032 eV
site energy per H: -0.60 eV
site oscillator quantum: 0.10 eV
H2 rotational temperature (rough): 85 K
H2 vibrational quantum (rough): 0.52 eV
site sum with proton spin, 2 q_s: 3.7712
H2 sum per volume: 1.7089e+32 m^-3
pressure scale p0: 1.9972 Torr = 266.27 Pa
x | z | p (Torr) | Sieverts p (Torr) | p ratio | dlnp/dlnx
0.01 | 0.01031 | 2.1222e-04 | 1.9972e-04 | 1.063 | 2.061
0.05 | 0.05864 | 6.8680e-03 | 4.9929e-03 | 1.376 | 2.339
0.10 | 0.14062 | 3.9495e-02 | 1.9972e-02 | 1.978 | 2.778
0.20 | 0.44444 | 3.9450e-01 | 7.9887e-02 | 4.938 | 4.167
0.30 | 1.31250 | 3.4404e+00 | 1.7975e-01 | 19.141 | 7.143
0.40 | 6.00000 | 7.1898e+01 | 3.1955e-01 | 225.000 | 16.667
filling where p is 10% above Sieverts: 0.01559
first coefficient of z/x, numerical at z=0.001: 3.0080
reference filling: 0.20; pressure 0.3945 Torr
Sieverts filling at that pressure: 0.4444
P(000) at reference: 0.4500
P(000) if sites were independent: 0.5120
neighbour-pair correlation: -0.0400
correlation ratio per site: -0.2500
filling on heating at the reference pressure:
  600 K: p0 = 5.9307e-02 Torr, x = 0.3514
  700 K: p0 = 1.9972e+00 Torr, x = 0.2000
  800 K: p0 = 2.7293e+01 Torr, x = 0.0891
  900 K: p0 = 2.0427e+02 Torr, x = 0.0389
neglected effects, factor on p at the reference filling:
  finite repulsion 0.30 eV: 0.9878
  second-neighbour repulsion 0.03 eV: 1.6636
  square-lattice exclusion: 2.6163
  elastic attraction A = 0.20 eV: 0.2655
  site energy higher by 0.05 eV: 5.248
H2 second virial (rough): 2.5e-29 m^3 per molecule
gas nonideality B p/kT: 1.36e-07
p/(Sieverts p) with attraction: 1.3110
first coefficient with attraction: -0.3156
temperature where it vanishes: 773.6 K
critical temperature: 223.3 K at x = 0.2113
```
